\section*{Weak-Inversion Transistor Networks as Linear Resistor Networks}

\section{The decision and the statement}

To find the node voltages in a circuit of subthreshold transistors, one must decide whether to iterate on exponential device equations or to solve one linear system. The linear system is sufficient when the transistors behave as resistors in a suitably transformed voltage. Widths can then be chosen by the rules for resistor networks.

Take n-channel transistors with the same oxide, doping and temperature $T$, a common gate voltage $V_G$ and a common body. All voltages are measured from the body. Let
\begin{equation}
U=\frac{kT}{q},\qquad u_a=e^{-V_a/U},
\end{equation}
where $q>0$ is the elementary charge and $V_a$ is the voltage of node $a$. Let $J_{ab}$ be the electron flow from $a$ to $b$, multiplied by $q$ so that it is a positive current when electrons go from $a$ to $b$. The statement to be proved is
\begin{equation}
J_{ab}=G_{ab}(u_a-u_b),\qquad
G_{ab}=\frac{W}{L}\,\mu U Q_0(V_G), \label{eq:law}
\end{equation}
with $W$ and $L$ the channel width and length, $\mu$ the mobility, and $Q_0$ the magnitude of the mobile charge per area at $V=0$.

The sign needs care. Electrons flow from high $u$ to low $u$, so conventional current flows from low $u$ to high $u$. For conventional current the pseudo-voltage with the usual sign of Ohm's law is $-u$. Below, $u$ is used with electron flow.

Both derivations assume steady state, no leakage to gate or body, and weak inversion: the mobile charge is too small to alter the electrostatic potential. They also assume non-degenerate electrons, no interface traps (whose charge would follow the electron quasi-Fermi potential), and a channel long enough that the nodes do not control the barrier between them.

\section{First derivation: the quasi-Fermi potential}

\subsection{Current along the channel}

Let $x$ run from $a$ to $b$, and let $z$ be depth. The electron density is
\begin{equation}
n=\frac{n_i^2}{N_A}\,e^{(\psi-V)/U}, \label{eq:n}
\end{equation}
where $n_i$ is the intrinsic density, $N_A$ the acceptor density, $\psi$ the potential relative to the neutral body, and $V(x)$ the electron quasi-Fermi potential, equal to the node voltage at each end. Conventional current density along $x$ is drift plus diffusion. With the Einstein relation $D=\mu U$,
\begin{align}
j_x&=-q\mu n\frac{\partial\psi}{\partial x}+q\mu U\frac{\partial n}{\partial x}\nonumber\\
&=-q\mu n\frac{\partial\psi}{\partial x}
+q\mu n\left(\frac{\partial\psi}{\partial x}-\frac{dV}{dx}\right)
=-q\mu n\frac{dV}{dx}.
\end{align}
Electron flow has the opposite sign. Integration over width and depth, with constant $\mu$, gives
\begin{equation}
J_{ab}=W\mu Q_i\frac{dV}{dx},\qquad Q_i=q\int n\,dz. \label{eq:flow}
\end{equation}

\subsection{Why the charge separates}

In weak inversion, acceptors and holes alone determine $\psi(z)$. Since the lateral field varies slowly in a long channel, Poisson's equation is
\begin{equation}
\frac{d^2\psi}{dz^2}=\frac{qN_A}{\varepsilon_s}\left(1-e^{-\psi/U}\right),
\end{equation}
with $\varepsilon_s$ the silicon permittivity. Multiply by $d\psi/dz$ and integrate from the neutral body, where $\psi$ and the field $E=-d\psi/dz$ vanish:
\begin{equation}
\frac{E^2}{2}=\frac{qN_A}{\varepsilon_s}
\left[\psi+U e^{-\psi/U}-U\right]. \label{eq:field}
\end{equation}
At the surface $\psi_s\gg U$, so the exponential can be dropped and $E_s^2=2qN_A(\psi_s-U)/\varepsilon_s$. The gate voltage beyond the flat-band value $V_{FB}$ is shared between silicon and oxide:
\begin{equation}
V_G-V_{FB}=\psi_s+\frac{\varepsilon_sE_s}{C_{ox}}
=\psi_s+\gamma\sqrt{\psi_s-U},\quad
\gamma=\frac{\sqrt{2q\varepsilon_sN_A}}{C_{ox}}, \label{eq:gate}
\end{equation}
where $C_{ox}$ is the oxide capacitance per area. No node voltage appears here. Thus $V$ enters \eqref{eq:n} through the factor $e^{-V/U}$ alone, and
\begin{equation}
Q_i(V)=Q_0(V_G)\,e^{-V/U}. \label{eq:charge}
\end{equation}

To evaluate $Q_0$, change variable from depth to potential with $|dz|=d\psi/E$, and put $s=(\psi_s-\psi)/U$ and $r=U/(\psi_s-U)$. Near the surface, where the electrons are, $E=E_s\sqrt{1-rs}$. Since $r\ll1$, expand the inverse square root and extend the upper limit to infinity:
\begin{align}
Q_0&\simeq q\frac{n_i^2}{N_A}e^{\psi_s/U}\frac{U}{E_s}
\int_0^\infty e^{-s}\left(1+\frac{rs}{2}+\frac{3r^2s^2}{8}\right)ds\nonumber\\
&=q\frac{n_i^2}{N_A}e^{\psi_s/U}\frac{U}{E_s}
\left(1+\frac r2+\frac{3r^2}{4}\right), \label{eq:q0}
\end{align}
because $\int_0^\infty s^m e^{-s}ds=m!$.

\subsection{Integration}

In steady state $J_{ab}$ does not depend on $x$. Insert \eqref{eq:charge} in \eqref{eq:flow} and integrate over the channel:
\begin{equation}
J_{ab}L=W\mu Q_0\int_{V_a}^{V_b}e^{-V/U}dV
=W\mu UQ_0(u_a-u_b).
\end{equation}
Division by $L$ gives \eqref{eq:law}.

\section{Second derivation: independent electrons and detailed balance}

Now divide the channel into cells $m=0,\ldots,N$, with cell $0$ at node $a$ and cell $N$ at node $b$. Let $N_m$ be the mobile charge in cell $m$, and $K_{m,m+1}$ the probability per unit time that an electron there moves to cell $m+1$. Electrons are independent, and the potential that sets the rates is fixed by the gate and body. The rates therefore depend neither on the occupations nor on the node voltages. The net flow through one link is
\begin{equation}
J=K_{m,m+1}N_m-K_{m+1,m}N_{m+1}. \label{eq:hop}
\end{equation}

When all nodes are at $V=0$ the channel is in equilibrium, with charges $N_m^0$, and detailed balance makes the two directions equal:
\begin{equation}
K_{m,m+1}N_m^0=K_{m+1,m}N_{m+1}^0\equiv c_m .
\end{equation}
Write $N_m=N_m^0u_m$ in \eqref{eq:hop}. Each term then contains the same $c_m$, so
\begin{equation}
J=c_m(u_m-u_{m+1}).
\end{equation}
Steady state makes $J$ the same in every link. Divide by $c_m$ and sum; the right side telescopes:
\begin{equation}
J\sum_{m=0}^{N-1}\frac1{c_m}=u_0-u_N. \label{eq:series}
\end{equation}
The end values follow from Boltzmann statistics. Raising a node to $V_a$ lowers its electron energies by $qV_a$ relative to the fixed channel potential, so its end cell holds $e^{-V_a/U}$ times the equilibrium charge. Hence $u_0=u_a$, $u_N=u_b$, and the transistor is a resistor of conductance $1/\sum_m c_m^{-1}$.

For a uniform channel let the cell length be $h=L/N$. A hop rate $K$ in each direction gives a mean-square displacement $2Kh^2t$ in time $t$, which must equal $2Dt$; thus $K=D/h^2$. With $N_m^0=WhQ_0$,
\begin{equation}
c_m=\frac{D}{h^2}WhQ_0=\frac{WDQ_0}{h},\qquad
\frac1{\sum_m c_m^{-1}}=\frac{WDQ_0}{Nh}=\frac WL DQ_0.
\end{equation}
The Einstein relation $D=\mu U$ turns this into the conductance in \eqref{eq:law}.

\section{From one transistor to a network}

Let $J_a$ be the electron flow injected into node $a$ from outside. Conservation of charge requires
\begin{equation}
\sum_bG_{ab}(u_a-u_b)=J_a. \label{eq:kcl}
\end{equation}
These are the node equations of a linear resistor network, since $G_{ab}=G_{ba}>0$ is independent of the node voltages. Superposition and the series and parallel rules follow.

The solution is unique if the network is connected and at least one node is held fixed. The difference $d_a$ of two solutions vanishes at fixed nodes and satisfies \eqref{eq:kcl} with no injection at the others. Multiply by $d_a$ and sum over nodes to obtain $\sum_{a<b}G_{ab}(d_a-d_b)^2=0$. All $d_a$ are then equal, and so zero.

A physical solution must have $u_a>0$. If terminals are held at given voltages and nothing is injected elsewhere, each inner $u_a$ is a weighted average of its neighbours, lies between the terminal values, and is positive. If currents are imposed, the linear equations may return $u_a\le0$; no weak-inversion state then carries those currents. The limit $u_b\to0$ is a saturated drain.

\section{A bridge that series and parallel rules cannot reduce}

Five transistors with $L=10\,\mu\mathrm m$ connect terminals A and B through inner nodes 1 and 2. Their widths in $\mu$m are 4 (A--1), 2 (A--2), 3 (1--2), 1 (1--B) and 6 (2--B). At 300 K, $U=25.852$ mV. The rough inputs are $N_A=1.5\times10^{17}\,\mathrm{cm^{-3}}$, $n_i=10^{10}\,\mathrm{cm^{-3}}$, a 7.5 nm oxide and $\mu=400\,\mathrm{cm^2/Vs}$.

With $V_G=0.15$ V, $V_{FB}=-0.9872$ V and $\gamma=0.4847\,\mathrm{V^{1/2}}$, \eqref{eq:gate} is a quadratic equation for $\sqrt{\psi_s-U}$:
\begin{equation}
\sqrt{\psi_s-U}=\frac{-0.4847+\sqrt{0.4847^2+4(1.1113)}}2
=0.839\,\mathrm{V^{1/2}},
\end{equation}
so $\psi_s=0.730$ V. The surface field is 0.181 MV/cm, and \eqref{eq:q0} gives $Q_0=2.90\times10^{-5}\,\mu\mathrm{C/cm^2}$. The conductance per unit $W/L$ is
\begin{equation}
I_0=\mu UQ_0=400(0.025852)(2.897\times10^{-11})\,\mathrm A
=299.6\,\mathrm{pA}.
\end{equation}

Set $V_A=0$ and $V_B=0.1$ V, so $u_A=1$ and $u_B=0.0209$. The common factor $I_0/L$ cancels from the inner-node equations:
\begin{align}
8u_1-3u_2&=4+u_B=4.0209,\\
-3u_1+11u_2&=2+6u_B=2.1254.
\end{align}
The determinant is $88-9=79$, hence
\begin{align}
u_1&=\frac{11(4.0209)+3(2.1254)}{79}=0.6406,\\
u_2&=\frac{8(2.1254)+3(4.0209)}{79}=0.3679.
\end{align}
Taking $V=-U\ln u$ gives $V_1=11.51$ mV and $V_2=25.85$ mV. The total flow is
\begin{equation}
J=I_0[0.4(1-u_1)+0.2(1-u_2)]=80.9\,\mathrm{pA},
\end{equation}
and the equivalent $W/L$ is $J/[I_0(1-u_B)]=0.276$. Saturating B would raise the flow to $0.276I_0=82.7$ pA, the most this bridge can carry from A to B in the model with A at zero.

As a comparison, the vertical Poisson equation was solved with mobile charge included, and the nonlinear node equations were solved in $V$. This gives 11.52 mV, 25.86 mV and 80.87 pA. The flow is 0.09\% below the linear result.

A second experiment holds A and B at 0.4 V and injects flow at node 1. The terminal $u$ values are negligible, so node 2 gives $11u_2=3u_1$, and the share leaving at A is
\begin{equation}
\frac{4u_1+2u_2}{5u_1+8u_2}=\frac{4+6/11}{5+24/11}
=\frac{50}{79}=0.633.
\end{equation}
The nonlinear calculation gives this share at 1, 10 and 100 pA, while $V_1$ falls from 138.9 to 79.3 to 19.8 mV. Each step is $U\ln10=59.5$ mV, as the exponential map requires.

\section{What each derivation assumes, and where it fails}

\subsection{Mobile charge and strong inversion}

Mobile charge screens the gate. With $C_d$ the depletion capacitance per area, the gate charge balance changes by $-C_{ox}\delta\psi_s=C_d\delta\psi_s+Q_i$, so $\delta\psi_s=-Q_i/(C_{ox}+C_d)$. Since $Q_i$ varies mainly as $e^{\psi_s/U}$, to leading order
\begin{equation}
Q_i\simeq Q_0u\left[1-\frac{Q_0u}{(C_{ox}+C_d)U}\right].
\end{equation}
At $u=1$ the reduction is 0.19\%, both from this formula and from the Poisson solution. Omitted terms are of relative order $U/\psi_s$, a few per cent of the reduction, so closer agreement in the output does not measure the formula's accuracy.

The first derivation survives strong mobile charge in another form. Equation \eqref{eq:flow} integrates to
\begin{equation}
J_{ab}=\frac WL[F(V_a)-F(V_b)],\qquad
F(V)=\mu\int_V^\infty Q_i(V')\,dV'. \label{eq:F}
\end{equation}
With a common gate the network is still linear, but in $F$. This is why a constant current share tests network linearity and not the exponential law. Raising the gate to 0.8 V, with all else fixed, moves $V_1$ from 11.5 to 32.6 mV: the exponential map has failed. The second derivation does not extend this way, because its rates would depend on occupation.

\subsection{Barriers and unequal gates}

The second derivation has its own advantage. Equation \eqref{eq:series} allows any barrier profile along the channel and needs no local mobility, provided node voltages leave the profile unchanged. In a short transistor the drain lowers the barrier, and both derivations fail.

In weak inversion a common gate is sufficient but not necessary, since another gate voltage changes $G$ while leaving $u$ unchanged. Lowering the gate to 0.12 V reduces $I_0$ from 300 to 124 pA. A common gate makes conductance ratios equal to ratios of $W/L$, independent of temperature within the model.

\subsection{Cryogenic operation}

Suppose the density of states has a tail $e^{\mathcal E/W_t}$ below the band edge at $\mathcal E=0$. For $kT<W_t$ and a Fermi level $\mathcal E_F$ far below the edge, put $\mathcal E=\mathcal E_F+y$:
\begin{equation}
Q_i\propto\int\frac{e^{\mathcal E/W_t}\,d\mathcal E}{1+e^{(\mathcal E-\mathcal E_F)/kT}}
\simeq e^{\mathcal E_F/W_t}\int_{-\infty}^{\infty}\frac{e^{y/W_t}\,dy}{1+e^{y/kT}}.
\end{equation}
The last integral converges because $kT<W_t$. At fixed $\psi$, $\mathcal E_F$ falls by $qV$, so the charge follows $e^{-qV/W_t}$. The relation $D=\mu U$ fails for such a charge, but the current must still vanish when $V$ is uniform. To first order it therefore remains proportional to $dV/dx$, and \eqref{eq:flow} defines a mobility. If that mobility is constant, a strong assumption for tail states, \eqref{eq:F} holds and $e^{-qV/W_t}$ becomes the pseudo-voltage. For an assumed $W_t=3$ meV the crossover $kT=W_t$ is near 35 K. The computed energy scale of the charge is 6.64 meV at 77 K, close to $kT$, but 3.00 meV at 4.2 K, where $kT=0.36$ meV.

\subsection{The example beside real devices}

The parameters are rough typical values for long silicon transistors in a $0.35\,\mu$m process. Neglecting quantum confinement is poor for the absolute current: a triangular-well estimate for a (100) surface, with silicon's anisotropic masses and a hard oxide wall, multiplies $Q_0$ by 0.29; penetration of the wave functions into the oxide raises the factor to about 0.35. Away from the channel edges the vertical field is common to all devices, so this factor cancels from current shares, and from the inner node voltages when the terminal voltages are given and no flow is injected. With an imposed flow it does not cancel from the node voltages: in the second experiment it would lower $V_1$ by about 32 mV for a factor 0.29 and 27 mV for 0.35. Threshold mismatch does not cancel. A rough spread of 2.4 mV for the $1\,\mu$m wide device changes its conductance by 7\%; raising that conductance alone by 7\% moves $V_1$ by about 0.24 mV, far more than mobile charge does. The width edges matter as much. For an idealised abrupt step to a thick field oxide, a two-dimensional Poisson solution removes about $0.12\,\mu$m from every width, 12\% of the narrowest device; this lowers $V_1$ by about 0.27 mV and raises the current share from 0.633 to 0.640. The real offset depends on the isolation process, so resistor rules apply to effective widths, or to arrays of identical unit devices. Interface traps leave the network linear in $F$ but alter the exponential map: densities of $10^{10}$ to $10^{11}\,\mathrm{cm^{-2}eV^{-1}}$ lengthen the 59.5 mV step to between 59.7 and 61.1 mV and raise $V_1$ by 0.03 to 0.27 mV. For the bridge between 0 and 0.1 V, the estimated voltage-dependent end effect is near 0.1\% and grows to about 0.4\% at 0.4 V. The velocity scale $\mu U/L$ is 0.1\% of the saturation velocity; in the branches ending at B the mean carrier velocity is about 0.3\% of it, and 2 to 3\% at B itself. For a rough lifetime of $1\,\mu$s, bulk generation under the widest channel is at most about 4 fA, the value for the maximum rate over the whole depletion depth, against 18.6 pA in the weakest branch of that bridge. The same bound for all five channels is about 10 fA, 1\% of the smallest flow injected in the second experiment; at these low node voltages only part of the depth generates, and the midgap-trap rate is at least four times smaller. Surface generation and junction leakage are not included. Oxide and band-to-band tunnelling are negligible in these estimates, and the junction field at 0.4 V, 0.25 MV/cm, is below the rough breakdown field of 0.66 MV/cm. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
T = 300 K, kT/q = 25.852 mV
doping = 1.50e+17 cm^-3, ni = 1.0e+10 cm^-3
oxide = 7.5 nm, mobility = 400 cm2/Vs
band gap = 1.12 eV, channel length = 10 um
gate voltage = 0.15 V, flat-band voltage = -0.9872 V
body factor gamma = 0.4847 V^0.5
surface potential = 0.7304 V, 2 phiF = 0.8543 V
surface field = 0.1808 MV/cm, depletion = 77.9 nm
slope factor 1+Cd/Cox = 1.2887
Q0 formula = 2.8969e-05 uC/cm2
Q at V=0 from Poisson = 2.8917e-05 uC/cm2
mobile-charge deficit: Poisson 1.889e-03, formula 1.889e-03
conductance per unit W/L = 299.56 pA
same at gate 0.12 V = 124.09 pA
W/L=1, 0 to 0.1 V: integral 293.05 pA, formula 293.30 pA
branch A-1: W = 4 um, electron flow = 43.07 pA
branch A-2: W = 2 um, electron flow = 37.87 pA
branch 1-2: W = 3 um, electron flow = 24.50 pA
branch 1-B: W = 1 um, electron flow = 18.56 pA
branch 2-B: W = 6 um, electron flow = 62.37 pA
node A: u = 1.00000, V linear = 0.000 mV, V device = 0.000 mV
node 1: u = 0.64058, V linear = 11.514 mV, V device = 11.522 mV
node 2: u = 0.36792, V linear = 25.849 mV, V device = 25.864 mV
node B: u = 0.02090, V linear = 100.000 mV, V device = 100.000 mV
bridge flow: linear 80.94 pA, device 80.87 pA
bridge equivalent W/L = 0.27595
node 1 at gate 0.80 V (device) = 32.58 mV
inject 1 pA at 1: V1 = 138.86 mV, share to A: device 0.63291, linear 0.63291
inject 10 pA at 1: V1 = 79.33 mV, share to A: device 0.63291, linear 0.63291
inject 100 pA at 1: V1 = 19.80 mV, share to A: device 0.63291, linear 0.63291
band-tail energy (rough input) = 3.0 meV
300.0 K: kT = 25.852 meV, charge scale = 25.897 meV
77.0 K: kT = 6.635 meV, charge scale = 6.637 meV
4.2 K: kT = 0.362 meV, charge scale = 3.000 meV
confinement factor on Q0 = 0.289
degeneracy correction = 1.6e-05
end shortening at V=0 = 120 nm per end
its change from 0 to 0.1 V, over L = 0.138 %
velocity saturation effect = 0.103 %
threshold mismatch, W=1 um: 2.37 mV, conductance 7.1 %
generation current, W=6 um = 3.7e-15 A
oxide tunnelling bound, W=6 um = 1.1e-35 A
junction field at 0.4 V = 0.254 MV/cm
rough breakdown field = 0.66 MV/cm
band-to-band tunnelling exponent = -143
\end{verbatim}
